# Comment on reading alloy composition from a symmetric diffraction peak

**The argument under review**

The submitted argument concerns a film of a cubic alloy $\mathrm{A}_{1-x}\mathrm{B}_x$ on the (001) face of a cubic substrate. The substrate has lattice parameter $a_s=0.5500$ nm. The free, unstrained alloy has

$$a(x)=a_s+\Delta x,\qquad \Delta=0.0200\ \text{nm},$$

so that pure B has $a=0.5700$ nm. These are round model values. With wavelength $\lambda=0.1540$ nm the film's 004 peak is found at the Bragg angle $\theta=33.557^\circ$, where $\theta$ is half the scattering angle. The argument then runs as follows.

1. Bragg's law gives the lattice parameter of the film, $0.5572$ nm.
2. The linear law gives $x=(0.5572-0.5500)/0.0200=0.36$.
3. The 002 and 006 peaks give the same lattice parameter, which confirms the composition.

The first step is sound if "lattice parameter" means the one perpendicular to the surface. The second step needs a further assumption, which the argument does not state. The third step does not supply it.

**What the symmetric peak measures**

A symmetric reflection is one whose scattering vector $\mathbf Q$ is normal to the surface. The word refers to the geometry, not to the shape of the peak. Take $z$ along the normal and let the film have cell edges $a_\parallel$, $a_\parallel$ and $a_\perp$. The alloy is cubic when free, but a strained film is tetragonal, so the two parameters must be kept apart.

An atom at $\mathbf r$ contributes the phase $\mathbf Q\cdot\mathbf r$. For $\mathbf Q=(0,0,Q_z)$ this is $Q_z z$, and the in-plane coordinates drop out. In a face-centred film the atomic planes lie at $z=m a_\perp/2$, with $m$ an integer. Neighbouring planes scatter in phase when

$$Q_z\frac{a_\perp}{2}=2\pi n
\quad\Longrightarrow\quad
Q_z=\frac{4\pi n}{a_\perp}=\frac{2\pi l}{a_\perp},\qquad l=2n .$$

Elastic scattering gives $Q_z=4\pi\sin\theta/\lambda$. Equating the two expressions and dividing by $4\pi/\lambda$,

$$\sin\theta_{00l}=\frac{l\lambda}{2a_\perp}. \tag{1}$$

For the observed peak,

$$a_\perp=\frac{4\times0.1540\ \text{nm}}{2\sin33.557^\circ}
=\frac{0.3080\ \text{nm}}{0.5528}=0.5572\ \text{nm}.$$

This assumes a uniform film, thick enough for its peak to stand clear of the substrate peak. Refraction and shifts caused by interference with the substrate wave are neglected.

Equation (1) also settles the third step of the argument. Every order $l$ contains the same unknown $a_\perp$. Agreement between 002, 004 and 006 can expose a zero error of the angle scale, or a peak numbered wrongly relative to the others. It does not expose a wrong wavelength, which changes all three values of $a_\perp$ by the same factor, and it brings in no second property of the film.

**Where the second step fails**

Setting $a_\perp=a(x)$ assumes that the film is free of strain. A film grown on a substrate with a different lattice parameter may instead be stretched or compressed in its plane. Define the relaxation

$$R=\frac{a_\parallel-a_s}{a-a_s},\qquad a\neq a_s. \tag{2}$$

At $R=0$ the film has taken over the in-plane spacing of the substrate. At $R=1$ it has its own free spacing. Solving (2) for $a_\parallel$ and subtracting $a$,

$$a_\parallel-a=a_s+R(a-a_s)-a=-(1-R)(a-a_s).$$

The in-plane strain, measured from the free alloy, is therefore

$$\varepsilon_\parallel=\frac{a_\parallel-a}{a}=-(1-R)\frac{a-a_s}{a}. \tag{3}$$

For $R<1$ it is negative, a compression, when the free alloy is larger than the substrate.

The perpendicular strain follows from the free surface. Nothing pulls on the surface along $z$, so the normal stress vanishes there, and in a uniformly strained film it vanishes throughout. For a cubic crystal with equal strains along the two in-plane cube axes, linear elasticity gives the energy per volume

$$u=\tfrac12C_{11}\left(2\varepsilon_\parallel^2+\varepsilon_\perp^2\right)
+C_{12}\left(\varepsilon_\parallel^2+2\varepsilon_\parallel\varepsilon_\perp\right).$$

The two out-of-plane shear strains would add positive squares that are not coupled to these terms, so they are zero at the minimum. The in-plane shear is fixed by the interface and is taken as zero here. With $\varepsilon_\parallel$ held fixed by the substrate,

$$\sigma_{zz}=\frac{\partial u}{\partial\varepsilon_\perp}
=C_{11}\varepsilon_\perp+2C_{12}\varepsilon_\parallel=0,$$

and hence

$$\varepsilon_\perp=-D\,\varepsilon_\parallel,\qquad D=\frac{2C_{12}}{C_{11}}. \tag{4}$$

For $D>0$ a film compressed in its plane expands along the normal. Inserting (4) and (3) in $a_\perp=a(1+\varepsilon_\perp)$,

$$a_\perp=a-D\,a\,\varepsilon_\parallel=a+D(1-R)(a-a_s).$$

Subtracting $a_s$ from both sides and using $a-a_s=\Delta x$,

$$a_\perp-a_s=\Delta x\,[1+D(1-R)]. \tag{5}$$

The peak supplies the left side. The right side contains two unknowns, $x$ and $R$. The argument under review has silently put $R=1$.

**Different films with the same peaks**

The objection is best settled by construction. Take $C_{11}=120$ GPa and $C_{12}=48$ GPa, independent of composition, so that $D=2\times48/120=0.80$.

Film A has $x=0.20$ and is fully strained, $R=0$. Its free parameter is $0.5500+0.0200\times0.20=0.5540$ nm, and its in-plane parameter is $0.5500$ nm. Then

$$\varepsilon_\parallel=\frac{0.5500-0.5540}{0.5540}=-0.00722,\qquad
\varepsilon_\perp=0.80\times0.00722=0.00578,$$

$$a_\perp=0.5540\ \text{nm}\times1.00578=0.5572\ \text{nm}.$$

Film B is to be fully relaxed and to have the same $a_\perp$. Equation (5) with $R=0$ for A and $R=1$ for B requires

$$\Delta x_A(1+D)=\Delta x_B
\quad\Longrightarrow\quad x_B=1.80\times0.20=0.36 .$$

Film B is truly cubic, with $a_\parallel=a_\perp=a=0.5572$ nm. Film A is tetragonal. Their compositions differ by 0.16, yet both have symmetric peaks at $16.044^\circ$, $33.557^\circ$ and $56.011^\circ$ for 002, 004 and 006.

Intermediate cases exist too. For a chosen composition, solve $a_\perp-a=D(1-R)(a-a_s)$ for the relaxation:

$$R=1-\frac{a_\perp-a}{D(a-a_s)}. \tag{6}$$

Film C with $x=0.25$ has $a=0.5550$ nm, so

$$R=1-\frac{0.5572-0.5550}{0.80\times0.0050}=1-\frac{0.0022}{0.0040}=0.45 .$$

It has the same three peak angles. The numerical output tests these statements without taking the peak positions from (1) or (5); equation (1), with the substrate parameter, serves only to choose the search intervals. There $a_\perp$ is obtained by minimizing the elastic energy with shears allowed, and the angles by summing the waves scattered from the atoms of a small block.

The claim concerns peak positions. Peak intensities and widths may differ between the films, but the argument under review does not use them. The model has one atom per lattice point. In an alloy with the diamond structure, such as silicon-germanium, the waves for 002 and 006 cancel, and of the three symmetric peaks only 004 remains. Its position is ambiguous in the same way.

**What can be concluded from one position**

Let $X=(a_\perp-a_s)/\Delta$ be the apparent composition, the number obtained by assuming a relaxed film. Dividing (5) by $\Delta$ gives

$$x=\frac{X}{1+D(1-R)}. \tag{7}$$

For $D>0$ the denominator falls from $1+D$ to 1 as $R$ rises from 0 to 1. The peak therefore implies

$$\frac{X}{1+D}\le x\le X\qquad(0\le R\le1),$$

with the upper end cut off at $x=1$ if $X$ exceeds 1. Here $X=0.36$ and the range runs from 0.20 to 0.36. Within it, $R=0.25$, $0.50$ and $0.75$ require $x=0.225$, $0.257$ and $0.300$.

A more precise angle does not narrow this range. It fixes $X$ better, while the spread comes from the unknown $R$. Differentiating (7) at fixed $X$,

$$\frac{\partial x}{\partial R}=\frac{XD}{[1+D(1-R)]^2}=\frac{xD}{1+D(1-R)} .$$

For film C this is $0.25\times0.80/1.44=0.14$. An uncertainty of 0.1 in relaxation thus gives about 0.014 in composition, however sharp the peak.

Two limits show the origin of the ambiguity. If $C_{12}=0$, then $D=0$ and the perpendicular spacing does not respond to in-plane strain. Within linear elasticity the symmetric peak then does give $x$ directly, and (6) no longer applies. In the opposite direction, mechanical stability of a cubic crystal requires $C_{12}<C_{11}$, hence $D<2$. As $D$ approaches 2, the volume change $2\varepsilon_\parallel+\varepsilon_\perp=(2-D)\varepsilon_\parallel$ tends to zero, and the ratio of the largest to the smallest allowed composition tends to 3.

The sign of the mismatch does not matter. If $\Delta<0$, a film with $R<1$ is under in-plane tension, and its symmetric peaks lie at larger angles than those of the substrate. Both sides of (5) change sign, and (7) is unchanged.

**Replies that the argument might offer**

One reply is that the film is thin and may be taken as fully strained. If $R=0$ has been established independently, the reply is good: one symmetric peak then gives $x=X/(1+D)$, provided the film is still thick enough for the substrate wave to be neglected. For film A the equilibrium (Matthews–Blakeslee) critical thickness is roughly 14 nm; in a kinematic sum with equal scattering power of film and substrate, the peak of such a film gives $X\approx0.33$ instead of 0.36, and about 0.358 at 60 nm. As an assumption it can fail by the same 0.16 in composition as the first one. Applied to film B, it gives 0.20 in place of 0.36, an error of 44% of the true composition. Assuming full relaxation for film A gives 0.36 in place of 0.20, an error of 80% of the true composition.

Another reply is that the absolute composition may be uncertain, but a shift between two samples still proves a change of composition. Compare film A with a relaxed film of the same composition, $x=0.20$. The relaxed film has $a_\perp=0.5540$ nm and its 004 peak at $33.777^\circ$. The peaks are $0.220^\circ$ apart in $\theta$, or $0.440^\circ$ in scattering angle, with no difference in composition. Equal positions do not prove equal compositions, and different positions do not prove different ones.

**The measurement that is missing**

A second reflection helps if its scattering vector has an in-plane component. For a tetragonal film the phases agree at

$$\mathbf Q=2\pi\left(\frac{h}{a_\parallel},\frac{k}{a_\parallel},\frac{l}{a_\perp}\right),$$

with $h,k,l$ all even or all odd for a face-centred lattice. The 224 reflection has

$$Q_\parallel=\frac{2\pi\sqrt{2^2+2^2}}{a_\parallel}=\frac{2\pi\sqrt8}{a_\parallel},\qquad
Q_\perp=\frac{8\pi}{a_\perp}. \tag{8}$$

All three films have $Q_\perp=45.105\ \text{nm}^{-1}$, as they must. Their in-plane components differ: $32.312$, $31.894$ and $32.180\ \text{nm}^{-1}$ for A, B and C.

To recover the free parameter, write (4) in terms of lengths. Since $a\varepsilon_\perp=a_\perp-a$ and $a\varepsilon_\parallel=a_\parallel-a$,

$$a_\perp-a=-D(a_\parallel-a)
\quad\Longrightarrow\quad
a_\perp+Da_\parallel=(1+D)a,$$

$$a=\frac{a_\perp+Da_\parallel}{1+D}. \tag{9}$$

This is a weighted mean of the two measured parameters. It contains no assumption about $R$. For film C, (8) gives $a_\parallel=2\pi\sqrt8/32.180=0.55225$ nm, and then

$$a=\frac{0.5572+0.80\times0.55225}{1.80}\ \text{nm}=0.5550\ \text{nm},$$

$$x=\frac{0.5550-0.5500}{0.0200}=0.25,\qquad
R=\frac{0.55225-0.5500}{0.5550-0.5500}=0.45 .$$

The same inversion returns $x=0.20$, $R=0$ for A and $x=0.36$, $R=1$ for B.

The 224 Bragg angle by itself does not give both lengths. From $|\mathbf Q|=4\pi\sin\theta/\lambda$ and (8),

$$\left(\frac{2\sin\theta_{224}}{\lambda}\right)^2=\frac{8}{a_\parallel^2}+\frac{16}{a_\perp^2},$$

which is again one equation for two lengths. It does narrow the composition. To first order, strain changes $1/d_{hkl}^2$ in proportion to $(h^2+k^2)\varepsilon_\parallel+l^2\varepsilon_\perp=(h^2+k^2-Dl^2)\varepsilon_\parallel$, which is small when $(h^2+k^2)/l^2$ is close to $D$. For film C and $0\le R\le1$, the 224 angle alone allows $x$ from 0.232 to 0.277, and the 335 angle alone from 0.247 to 0.256. To obtain $x$ and $R$ together, a second piece of information is needed. It can be $a_\perp$ from a symmetric peak, the direction of $\mathbf Q$ as well as its length, or the Bragg angle of another asymmetric reflection with a different ratio of $h^2+k^2$ to $l^2$, such as 115.

The choice of geometry affects how far apart the films appear in incidence angle; their 224 scattering angles differ by $0.46^\circ$ in either geometry. The 224 planes are inclined to the surface by $\varphi$, where $\tan\varphi=Q_\parallel/Q_\perp$. Films A and B have $\theta=42.841^\circ$ and $42.609^\circ$, with $\varphi=35.616^\circ$ and $35.264^\circ$. When the incident beam makes the smaller angle with the surface, that angle is $\theta-\varphi$, and the two differences partly cancel: $7.224^\circ$ for A and $7.345^\circ$ for B, only $0.12^\circ$ apart. In the reversed geometry it is $\theta+\varphi$, and the differences add to $0.58^\circ$.

**Conditions on the corrected analysis**

The film lattice must not be tilted against the substrate, or the tilt must be removed. A small rotation $\tau$ in the scattering plane changes $Q_\parallel$ by about $\tau Q_\perp$ in magnitude. For $\tau=0.1^\circ=0.00175$ rad this is $0.079\ \text{nm}^{-1}$, about 19% of the distance between films A and B. The same rotation changes $Q_\perp$ of 224 by about $\tau Q_\parallel=0.056\ \text{nm}^{-1}$ in the opposite sense. For the sign that raises $Q_\parallel$, film C would read $x=0.239$ with both components taken from 224, and $x=0.220$ with the true $a_\perp$. The film's 004 peak, measured at the same azimuth, reveals $\tau$ by its sideways displacement, and both peaks can then be rotated back before (8) is used.

If relaxation differs along the two in-plane cube axes, the term $2\varepsilon_\parallel$ in the normal stress becomes $\varepsilon_{xx}+\varepsilon_{yy}$, and the mean of the two in-plane parameters takes the place of $a_\parallel$ in (9). One of them alone is then not enough, but the 224 reflection points along [110] and to first order already returns their mean. The case that defeats a single 224 is unequal relaxation along $[110]$ and $[1\bar10]$, common in real (001) films, which is an in-plane shear. For $x=0.25$ with $R=0.2$ and $0.7$ along these directions, 224 and $\bar224$ give $x=0.222$ and $0.278$, and both azimuths must be measured and averaged. If the composition varies with depth, no single $x$ describes the film. One sharp symmetric peak does not exclude this, because by (5) $x$ and $R$ can vary together while $a_\perp$ stays constant. If $R$ lies outside the interval from 0 to 1, for instance because of strain built up on cooling, (7) still holds but the quoted range of $x$ does not.

The result also depends on the assumed $a(x)$ and $D$. An error $\delta a_\parallel$ changes $x$ by $D\,\delta a_\parallel/[(1+D)\Delta]$, according to (9). Here $10^{-4}$ nm gives 0.002. Errors in the material data come in addition, and further peak positions from the same film do not reveal them, because they depend only on $a_\parallel$ and $a_\perp$.

The ambiguity itself does not rest on the linear law. Suppose instead that

$$a(x)=a_s+\Delta x-b\,x(1-x),\qquad b=0.0020\ \text{nm},$$

and that $C_{11}$ and $C_{12}$ change with $x$ at rates of $-20$ and $-4$ GPa from their former values at $x=0$. The derivation of (6) used neither a linear $a(x)$ nor a constant $D$, so it still applies with the values belonging to each composition. A fully strained film with $x=0.20$ now has $a_\perp=0.5567$ nm. A film with $x=0.25$ and $R=0.46$ has the same value. The numerical output includes this case.

**Recommendation**

The measured $a_\perp=0.5572$ nm can stand. The composition $x=0.36$ should be replaced by the range 0.20 to 0.36, under the stated elastic model and with $0\le R\le1$, until an asymmetric reflection, or independent evidence of the strain state or of the composition, is supplied. With 224 measurements in two perpendicular azimuths, the revised argument should report $a_\parallel$, $R$ and $x$ together, along with the elastic constants and the relation $a(x)$ used to obtain them.

## Table of computed values

```
substrate parameter a_s = 0.5500 nm
pure B parameter = 0.5700 nm, Delta = 0.0200 nm
C11, C12, C44 = 120, 48, 60 GPa
elastic ratio D = 0.8000 (no unit)
wavelength = 0.1540 nm
substrate 004 Bragg angle = 34.0558 deg
film A: x = 0.2000, R = 0.0000 (no unit)
  free parameter a = 0.55400 nm
  in-plane a_par = 0.55000 nm
  perpendicular a_perp = 0.55720 nm
  in-plane strain = -0.007220 (no unit)
  perpendicular strain = 0.005776 (no unit)
  002, 004, 006 angles = 16.0444, 33.5568, 56.0111 deg
  224 Q_par = 32.3119 1/nm, Q_perp = 45.1054 1/nm
  224 Bragg angle = 42.8406 deg
  224 plane inclination = 35.6164 deg
  recovered x = 0.2000, R = 0.000 (no unit)
film B: x = 0.3600, R = 1.0000 (no unit)
  free parameter a = 0.55720 nm
  in-plane a_par = 0.55720 nm
  perpendicular a_perp = 0.55720 nm
  in-plane strain = 0.000000 (no unit)
  perpendicular strain = 0.000000 (no unit)
  002, 004, 006 angles = 16.0444, 33.5568, 56.0111 deg
  224 Q_par = 31.8943 1/nm, Q_perp = 45.1054 1/nm
  224 Bragg angle = 42.6092 deg
  224 plane inclination = 35.2644 deg
  recovered x = 0.3600, R = 1.000 (no unit)
film C: x = 0.2500, R = 0.4500 (no unit)
  free parameter a = 0.55500 nm
  in-plane a_par = 0.55225 nm
  perpendicular a_perp = 0.55720 nm
  in-plane strain = -0.004955 (no unit)
  perpendicular strain = 0.003964 (no unit)
  002, 004, 006 angles = 16.0444, 33.5568, 56.0111 deg
  224 Q_par = 32.1802 1/nm, Q_perp = 45.1054 1/nm
  224 Bragg angle = 42.7674 deg
  224 plane inclination = 35.5058 deg
  recovered x = 0.2500, R = 0.450 (no unit)
224 Bragg angle, A minus B = 0.2314 deg
apparent composition X = 0.3600 (no unit)
  R = 0.00 requires x = 0.2000 (no unit)
  R = 0.25 requires x = 0.2250 (no unit)
  R = 0.50 requires x = 0.2571 (no unit)
  R = 0.75 requires x = 0.3000 (no unit)
  R = 1.00 requires x = 0.3600 (no unit)
control x = 0.20, R = 1: a_perp = 0.55400 nm
  control 004 angle = 33.7766 deg
  control minus film A, 004 = 0.2198 deg
curved model: bowing = 0.0020 nm
  slopes of C11, C12 with x = -20, -4 GPa
  shared a_perp = 0.55667 nm
  x = 0.20, R = 0 matches x = 0.25, R = 0.4578 (no unit)
```
